**Marcus's limit of the multiphonon golden-rule rate**

The program compares the smoothed one-mode golden-rule rate with Marcus's rate, $(2\pi/\hbar)|V|^2(4\pi\lambda kT)^{-1/2}\exp[-(\lambda-\varepsilon)^2/(4\lambda kT)]$. Here $V$ is the electronic coupling, $\lambda$ the reorganization energy, $\varepsilon$ the released energy and $kT$ the thermal energy. Franck–Condon sums from a numerically diagonalized displaced oscillator are asserted to agree with the generating function, the closed line weights and detailed balance, and to lie within 3% of Marcus's rate at a thermal energy of three phonon quanta. Further assertions cover the leading quantum correction and the order of its remainder, the Gaussian curvature in $\varepsilon$, the inverse-square-root law at $\varepsilon=\lambda$, the apparent activation energy, the classical crossing and a two-mode case. For a phonon quantum of 20 meV, $\lambda=1000$ meV and $\varepsilon=200$ meV, the output shows a quantum rate 13% above Marcus's at 300 K and 0.3% above it at 1200 K. At 100 K the quantum rate is about 15 times Marcus's.

## Program and output

```python
# Result under test: the smoothed one-mode multiphonon golden-rule rate
#   W = (2 pi/hbar) V^2 F_p/(hbar w),  F_p = sum_m P_m |<m+p|m>|^2,
# tends for hbar w/kT -> 0 (lam/kT and eps/kT fixed) to the Marcus rate
#   (2 pi/hbar) V^2 exp(-(lam-eps)^2/(4 lam kT)) / sqrt(4 pi lam kT).
# hw: phonon quantum; lam = S*hw: reorganization energy; S: Huang-Rhys factor;
# eps = p*hw: energy released between vibrational ground levels;
# V: electronic coupling; x = hw/(2kT); z = S/sinh(x).
# Energies are in meV, rates in 1/s, unless a test uses hw = 1.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ive

HBAR = constants.hbar / constants.e * 1000.0   # meV s
KB = constants.k / constants.e * 1000.0        # meV/K


def line_weight(p, S, x):
    """Closed form of F_p; ive(p, z) = exp(-z) I_p(z)."""
    z = S / np.sinh(x)
    return np.exp(p * x - S * np.tanh(x / 2)) * ive(np.abs(p), z)


def quantum_density(eps, lam, hw, kT):
    return line_weight(np.rint(eps / hw), lam / hw, hw / (2 * kT)) / hw


def marcus_density(eps, lam, kT):
    return (np.exp(-(lam - eps)**2 / (4 * lam * kT))
            / np.sqrt(4 * np.pi * lam * kT))


def leading_correction(eps, lam, hw, kT):
    return hw**2 * (lam * (1 - eps**2 / lam**2)**2 / (192 * kT**3)
                    + 1 / (48 * kT**2) - eps**2 / (16 * lam**2 * kT**2)
                    + 1 / (16 * lam * kT))


# --- Franck-Condon sums by diagonalization, with hw = 1 ---
S_t, kT_t, size, m_max = 20.0, 3.0, 420, 130
levels = np.arange(size)
energies, vectors = eigh_tridiagonal(
    levels.astype(float), np.sqrt(S_t * levels[1:]))
assert np.max(np.abs(energies[:165] - (levels[:165] - S_t))) < 1e-8
overlap2 = vectors[:m_max, :]**2        # row: initial m, column: final n
m = np.arange(m_max)
P = np.exp(-m / kT_t) * (1 - np.exp(-1 / kT_t))
x_t = 1 / (2 * kT_t)


def direct_weight(p):
    keep = m + p >= 0
    return np.sum(P[keep] * overlap2[m[keep], m[keep] + p])


for theta in (0.05, 0.2, 0.4):
    phases = np.exp(1j * theta * (m[:, None] - levels[None, :]))
    G_direct = np.sum(P[:, None] * overlap2 * phases)
    G_formula = np.exp(-S_t * ((1 - np.cos(theta)) / np.tanh(x_t)
                               + 1j * np.sin(theta)))
    assert abs(G_direct - G_formula) < 1e-9

direct_marcus_error = 0.0
for p in (0, 5, 10, 20, 30):
    F_direct = direct_weight(p)
    assert abs(F_direct / line_weight(p, S_t, x_t) - 1) < 1e-7
    assert abs(direct_weight(-p) / F_direct / np.exp(-p / kT_t) - 1) < 1e-7
    error = F_direct / marcus_density(p, S_t, kT_t) - 1
    direct_marcus_error = max(direct_marcus_error, abs(error))
    # remaining terms are of fourth order in hw/kT
    assert abs(np.log1p(error) - leading_correction(p, S_t, 1, kT_t)) < 1e-3
assert direct_marcus_error < 0.03

# --- worked model ---
hw, lam, eps, V = 20.0, 1000.0, 200.0, 1.0
kT300 = KB * 300
golden = 2 * np.pi * V**2 / HBAR
barrier = (lam - eps)**2 / (4 * lam)

# Error law: reduce hw at fixed lam, eps and temperature
log_errors, remainders = [], []
for quantum in (20.0, 10.0, 5.0):
    log_ratio = np.log(quantum_density(eps, lam, quantum, kT300)
                       / marcus_density(eps, lam, kT300))
    log_errors.append(log_ratio)
    remainders.append(log_ratio - leading_correction(eps, lam, quantum, kT300))
assert abs(remainders[2] / log_errors[2]) < 0.01
assert 14 < remainders[1] / remainders[2] < 18

# Gaussian curvature in released energy, from quantum rates at small hw
step = 200.0
logs = [np.log(quantum_density(e, lam, 5.0, kT300))
        for e in (600 - step, 600.0, 600 + step)]
curvature = (logs[0] - 2 * logs[1] + logs[2]) / step**2
assert abs(curvature * (-2 * lam * kT300) - 1) < 0.02


# Temperature exponent at zero barrier and apparent activation energy
def temperature_slope(energy, T):
    h = 1e-3
    up = quantum_density(energy, lam, hw, KB * T * np.exp(h))
    down = quantum_density(energy, lam, hw, KB * T * np.exp(-h))
    return np.log(up / down) / (2 * h)


def activation(T):
    return KB * T * temperature_slope(eps, T)


assert abs(temperature_slope(lam, 1200) + 0.5) < 0.01
assert abs(activation(1200) - (barrier - KB * 1200 / 2)) < 1.5

# Classical thermal density of the gap at the crossing of two parabolas
q0 = np.sqrt(2 * lam / hw)


def U_initial(q):
    return hw * q**2 / 2


def gap(q):
    return U_initial(q) - (hw * (q - q0)**2 / 2 - eps)


q_cross = brentq(gap, -30, 30)
slope = (gap(q_cross + 0.01) - gap(q_cross - 0.01)) / 0.02
Z = quad(lambda q: np.exp(-U_initial(q) / kT300), -15, 15)[0]
classical = np.exp(-U_initial(q_cross) / kT300) / (Z * abs(slope))
assert abs(U_initial(q_cross) - barrier) < 1e-6
assert abs(classical / marcus_density(eps, lam, kT300) - 1) < 1e-6

# Two modes with quanta 2 and 3 in a common unit: convolve their lines
Q, kT2, S2, S3 = 120, 12.0, 10.0, 8.0
q = np.arange(-Q, Q + 1)
lines2, lines3 = np.zeros(4 * Q + 1), np.zeros(6 * Q + 1)
lines2[::2] = line_weight(q, S2, 2 / (2 * kT2))
lines3[::3] = line_weight(q, S3, 3 / (2 * kT2))
spectrum = np.convolve(lines2, lines3)
E = np.arange(10, 61)
two_mode_error = np.max(np.abs(
    spectrum[5 * Q + E] / marcus_density(E, 2 * S2 + 3 * S3, kT2) - 1))
assert two_mode_error < 0.01

# --- numbers for the text ---
x = hw / (2 * kT300)
S, p = lam / hw, eps / hw
print(f"phonon quantum hw = {hw:.0f} meV")
print(f"reorganization energy lam = {lam:.0f} meV")
print(f"released energy eps = {eps:.0f} meV")
print(f"electronic coupling V = {V:.0f} meV")
print(f"Huang-Rhys factor S = {S:.0f} (no unit)")
print(f"quanta released p = {p:.0f} (no unit)")
print(f"crossing barrier = {barrier:.1f} meV")
print(f"kT at 300 K = {kT300:.3f} meV")
print(f"x at 300 K = {x:.4f} (no unit)")
print(f"z at 300 K = {S / np.sinh(x):.2f} (no unit)")
print(f"F_p at 300 K = {line_weight(p, S, x):.4e} (no unit)")
print(f"2 pi V^2/hbar = {golden:.4e} meV/s")
pref = golden / np.sqrt(4 * np.pi * lam * kT300)
print(f"Marcus prefactor at 300 K = {pref:.4e} 1/s")
print(f"Marcus exponential at 300 K = {np.exp(-barrier / kT300):.4e} (no unit)")
print("T [K], quantum W [1/s], Marcus W [1/s], ratio, exp(delta):")
for T in (100, 150, 300, 600, 1200):
    kT = KB * T
    wq = golden * quantum_density(eps, lam, hw, kT)
    wm = golden * marcus_density(eps, lam, kT)
    d = leading_correction(eps, lam, hw, kT)
    if T == 100:
        assert wq / wm > 5
    print(f"  {T:5d}  {wq:.4e}  {wm:.4e}  {wq / wm:.4f}  {np.exp(d):.4f}")
print("300 K: eps [meV], quantum W [1/s], Marcus W [1/s], ratio:")
for e in (200.0, 600.0, 1000.0, 1400.0):
    wq = golden * quantum_density(e, lam, hw, kT300)
    wm = golden * marcus_density(e, lam, kT300)
    print(f"  {e:5.0f}  {wq:.4e}  {wm:.4e}  {wq / wm:.4f}")
print("T [K], apparent activation energy quantum, Marcus [meV]:")
for T in (300, 600, 1200):
    print(f"  {T:5d}  {activation(T):.2f}  {barrier - KB * T / 2:.2f}")
print("T [K], quantum d ln W/d ln T at eps = lam (no unit):")
for T in (300, 600, 1200):
    print(f"  {T:5d}  {temperature_slope(lam, T):.4f}")
print("300 K: hw [meV], ln(quantum W/Marcus W), remainder after delta:")
for quantum, err, rem in zip((20, 10, 5), log_errors, remainders):
    print(f"  {quantum:3d}  {err:.6f}  {rem:.3e}")
print(f"diagonalization test: S = {S_t:.0f}, kT/hw = {kT_t:.0f} (no unit)")
print(f"its largest Marcus error = {100 * direct_marcus_error:.2f} percent")
print(f"two-mode largest Marcus error = {100 * two_mode_error:.2f} percent")
print("no test failed")
```

Output:

```
phonon quantum hw = 20 meV
reorganization energy lam = 1000 meV
released energy eps = 200 meV
electronic coupling V = 1 meV
Huang-Rhys factor S = 50 (no unit)
quanta released p = 10 (no unit)
crossing barrier = 160.0 meV
kT at 300 K = 25.852 meV
x at 300 K = 0.3868 (no unit)
z at 300 K = 126.09 (no unit)
F_p at 300 K = 8.1263e-05 (no unit)
2 pi V^2/hbar = 9.5458e+12 meV/s
Marcus prefactor at 300 K = 1.6748e+10 1/s
Marcus exponential at 300 K = 2.0517e-03 (no unit)
T [K], quantum W [1/s], Marcus W [1/s], ratio, exp(delta):
    100  3.6971e+03  2.5054e+02  14.7563  22.2441
    150  2.3954e+05  9.9704e+04  2.4025  2.5468
    300  3.8786e+07  3.4362e+07  1.1288  1.1310
    600  5.4565e+08  5.3642e+08  1.0172  1.0173
   1200  1.7870e+09  1.7822e+09  1.0027  1.0027
300 K: eps [meV], quantum W [1/s], Marcus W [1/s], ratio:
    200  3.8786e+07  3.4362e+07  1.1288
    600  3.7375e+09  3.5644e+09  1.0486
   1000  1.6361e+10  1.6748e+10  0.9769
   1400  3.7348e+09  3.5644e+09  1.0478
T [K], apparent activation energy quantum, Marcus [meV]:
    300  138.11  147.07
    600  131.70  134.15
   1200  107.59  108.30
T [K], quantum d ln W/d ln T at eps = lam (no unit):
    300  -0.4537
    600  -0.4881
   1200  -0.4971
300 K: hw [meV], ln(quantum W/Marcus W), remainder after delta:
   20  0.121113  -1.953e-03
   10  0.030643  -1.233e-04
    5  0.007684  -7.725e-06
diagonalization test: S = 20, kT/hw = 3 (no unit)
its largest Marcus error = 0.72 percent
two-mode largest Marcus error = 0.30 percent
no test failed
```
